# Particle-Particle Ladders and Missing Diagrams for Two Electrons on a Ring: a numerical check

```python
"""Particle-particle ladders versus the exact energy of two electrons.

Model: periodic Hubbard ring, L sites, hopping t, repulsion U, one electron
of each spin. Reference: both electrons in the k=0 orbital.
g = U/L, D_k = 2(e_k-e_0), sigma(s) = sum_{k != 0} 1/(D_k-s).
Result under test: with F(s) = g/(1+g*sigma(s)),
  all particle-particle (pp) ladders:     E = 2e_0 + F(0)
  plus hole-hole (hh), particle-hole (ph): E = 2e_0 + F(g)
  plus linked quadratic diagrams = exact:  E = 2e_0 + s, s = F(s).
The formulas are compared with site-basis diagonalization, perturbation
recursion and spin-orbital doubles equations with general vertices.
All energies are in units of t.
"""
import numpy as np
from scipy.linalg import null_space
from scipy.optimize import brentq

L, t, U0 = 6, 1.0, 2.0
band = -2*t*np.cos(2*np.pi*np.arange(L)/L)
D = 2*(band[1:] - band[0])
E00 = 2*band[0]


def F(s, U):
    g = U/L
    return g/(1 + g*np.sum(1/(D - s)))


def exact_shift(U):
    top = min(U/L, D.min()*(1 - 1e-10))
    return brentq(lambda s: s - F(s, U), 0, top, xtol=1e-14)


# ---------- site basis: first-quantized two-electron problem ----------
hop = np.zeros((L, L))
for x in range(L):
    hop[x, (x+1) % L] -= t
    hop[(x+1) % L, x] -= t
one = np.eye(L)
H0 = np.kron(hop, one) + np.kron(one, hop)
contact = np.diag(one.ravel())          # 1 where both electrons share a site
phi = np.ones(L*L)/L
Qbasis = null_space(phi[None, :])       # all states orthogonal to phi


def resolvent_energy(U, s):
    """Pair scattering outside phi at starting energy 2e_0+s."""
    V = U*contact
    HQ = Qbasis.T @ (H0 + V) @ Qbasis
    b = Qbasis.T @ V @ phi
    x = np.linalg.solve((E00 + s)*np.eye(len(HQ)) - HQ, b)
    return E00 + phi @ V @ phi + b @ x


def diagonalize(U):
    val, vec = np.linalg.eigh(H0 + U*contact)
    psi = vec[:, 0]/(phi @ vec[:, 0])
    return val[0], L*psi[0]             # energy, contact amplitude


def perturbation_orders(U, nmax):
    V = U*contact
    R = np.linalg.pinv(E00*np.eye(L*L) - H0, rcond=1e-11)
    psi, E = [phi], [E00]
    for n in range(1, nmax+1):
        E.append(phi @ V @ psi[n-1])
        rhs = V @ psi[n-1]
        for j in range(1, n):
            rhs = rhs - E[j]*psi[n-j]
        psi.append(R @ rhs)
    return E


# ---------- spin-orbital diagrams with antisymmetrized vertices ----------
orbs = [(m, spin) for m in range(L) for spin in (0, 1)]
n_so = len(orbs)
o, w = slice(0, 2), slice(2, None)


def vertices(U):
    v = np.zeros((n_so,)*4)
    for p, (kp, sp) in enumerate(orbs):
        for q, (kq, sq) in enumerate(orbs):
            for r, (kr, sr) in enumerate(orbs):
                for z, (kz, sz) in enumerate(orbs):
                    if (sp == sr and sq == sz and sp != sq
                            and (kp+kq-kr-kz) % L == 0):
                        v[p, q, r, z] = U/L
    return v - v.transpose(0, 1, 3, 2)


def Pij(x):
    return x - x.transpose(1, 0, 2, 3)


def Pab(x):
    return x - x.transpose(0, 1, 3, 2)


W = vertices(U0)
fock = np.diag([band[m] for m, _ in orbs]) + np.einsum('piqi->pq', W[:, o, :, o])
eps = np.diag(fock)
assert np.allclose(fock, np.diag(eps), atol=1e-13)
eo, ev = eps[o], eps[w]
den = (eo[:, None, None, None] + eo[None, :, None, None]
       - ev[None, None, :, None] - ev[None, None, None, :])
Wd = W[o, o, w, w]


def pp(a):
    return 0.5*np.einsum('abcd,ijcd->ijab', W[w, w, w, w], a)


def hh(a):
    return 0.5*np.einsum('klij,klab->ijab', W[o, o, o, o], a)


def ph(a):
    return Pij(Pab(np.einsum('kbcj,ikac->ijab', W[o, w, w, o], a)))


def quadratic_classes(v, a):
    hole_pair = 0.25*np.einsum('klcd,ijcd,klab->ijab', v, a, a)
    hole_line = -0.5*Pij(np.einsum('klcd,ikab,jlcd->ijab', v, a, a))
    ring = 0.5*Pij(Pab(np.einsum('klcd,ikac,ljdb->ijab', v, a, a)))
    part_line = -0.5*Pab(np.einsum('klcd,ijac,klbd->ijab', v, a, a))
    return hole_pair, hole_line, ring, part_line


def quad(a):
    return sum(quadratic_classes(Wd, a))


def energy(a, v=Wd):
    return 0.25*np.sum(v*a)


def solve_doubles(classes):
    a = Wd/den
    for _ in range(400):
        new = (Wd + sum(c(a) for c in classes))/den
        change = np.max(np.abs(new - a))
        a = 0.5*(a + new)
        if change < 1e-14:
            break
    assert change < 1e-12
    return energy(a), a


# ---------- tests: energy after each diagram class ----------
g = U0/L
E_HF = E00 + g
assert abs(phi @ (H0 + U0*contact) @ phi - E_HF) < 1e-12
c_pp, a_pp = solve_doubles([pp])
c_pphh, _ = solve_doubles([pp, hh])
c_lin, _ = solve_doubles([pp, hh, ph])
c_all, a_all = solve_doubles([pp, hh, ph, quad])
E_exact, A_exact = diagonalize(U0)
s_exact = exact_shift(U0)
for corr, s in ((c_pp, 0), (c_pphh, -g), (c_lin, g), (c_all, s_exact)):
    assert abs(E_HF + corr - E00 - F(s, U0)) < 1e-10
assert abs(E_HF + c_all - E_exact) < 1e-10
assert abs(g*A_exact - (E_exact - E00)) < 1e-10
# spin up in hole 0, spin down in hole 1; virtual up even, down odd
A_pp = 1 + np.sum(a_pp[0, 1, 0::2, 1::2])
assert abs(g*A_pp - F(0, U0)) < 1e-10

# hh and ph vertices act as multiples of the pair amplitude
assert np.allclose(hh(a_all), g*a_all, atol=1e-12)
assert np.allclose(ph(a_all), -2*g*a_all, atol=1e-12)

# quadratic classes for arbitrary two-electron vertices and amplitudes
rng = np.random.default_rng(4)
rv = Pij(Pab(rng.normal(size=Wd.shape)))
ra = Pij(Pab(rng.normal(size=Wd.shape)))
q1, q2, q3, q4 = quadratic_classes(rv, ra)
re = energy(ra, rv)
assert np.max(np.abs(q3)) > 1e-3
assert np.allclose(q1, re*ra, atol=1e-8)
assert np.allclose(q2, -2*re*ra, atol=1e-8)
assert np.allclose(q3 + q4, 0, atol=1e-8)

# ---------- tests: perturbation orders ----------
s1, s2, s3 = (np.sum(D**(-n)) for n in (1, 2, 3))
for size in (3, 4, 6, 9, 20):
    gaps = 4*t*(1 - np.cos(2*np.pi*np.arange(1, size)/size))
    assert np.isclose(np.sum(1/gaps), (size**2-1)/(24*t))
a1 = Wd/den
second = energy(a1)
third = [energy(c(a1)/den) for c in (pp, hh, ph)]
linear = lambda a: pp(a) + hh(a) + ph(a)
fourth_pp = energy(pp(pp(a1)/den)/den)
fourth_mixed = energy(linear(linear(a1)/den)/den) - fourth_pp
fourth_quad = energy(quad(a1)/den)
orders = perturbation_orders(U0, 4)
assert abs(second - orders[2]) < 1e-11
assert abs(second + g**2*s1) < 1e-11
assert np.allclose(third, [g**3*s1**2, g**3*s2, -2*g**3*s2], atol=1e-11)
assert abs(sum(third) - orders[3]) < 1e-11
assert abs(fourth_pp + g**4*s1**3) < 1e-11
assert abs(fourth_quad - g**4*s1*s2) < 1e-11
fourth = fourth_pp + fourth_mixed + fourth_quad
assert abs(fourth - orders[4]) < 1e-11
assert abs(orders[4] - g**4*(3*s1*s2 - s3 - s1**3)) < 1e-11

# explicit ladder sum, rung by rung
rung, ladder_sum = a1.copy(), 0.0
for n in range(2, 62):
    term = energy(rung)
    assert abs(term - g*(-g*s1)**(n-1)) < 1e-12
    ladder_sum += term
    rung = pp(rung)/den
assert abs(ladder_sum - c_pp) < 1e-10

# ---------- tests: other couplings and strong coupling ----------
table = []
for U in (1.0, 2.0, 4.0, 8.0):
    e_lad = resolvent_energy(U, 0.0)
    e_lin = resolvent_energy(U, U/L)
    e_ex = diagonalize(U)[0]
    assert abs(e_lad - E00 - F(0, U)) < 1e-10
    assert abs(e_lin - E00 - F(U/L, U)) < 1e-10
    assert abs(e_ex - E00 - exact_shift(U)) < 1e-9
    assert e_lin < e_ex < e_lad
    hf = E00 + U/L
    table.append((U, perturbation_orders(U, 2)[2],
                  e_lad-hf, e_lin-hf, e_ex-hf))
U_big = 1e6
lad_inf = resolvent_energy(U_big, 0.0)
ex_inf = diagonalize(U_big)[0]
assert abs(lad_inf - (E00 + 1/s1)) < 1e-4
assert abs(ex_inf + 4*t*np.cos(np.pi/L)) < 1e-4
assert second < c_all < c_pp

# ---------- output ----------
print(f"sites L = {L}, hopping t = {t:.1f}, U = {U0:.1f} t")
print(f"pair matrix element g = U/L = {g:.6f} t")
print("pair gaps D_k =", " ".join(f"{d:.4f}" for d in D), "t")
print(f"sigma_1 = {s1:.6f} 1/t")
print(f"sigma_2 = {s2:.6f} 1/t^2")
print(f"sigma_3 = {s3:.6f} 1/t^3")
print(f"ladder ratio g*sigma_1 = {g*s1:.6f}")
print(f"ladder series converges below U = {L/s1:.4f} t")
print(f"reference one-body energy 2e_0 = {E00:.6f} t")
print(f"Hartree-Fock energy = {E_HF:.6f} t")
print(f"contact amplitude, ladders = {A_pp:.6f}")
print(f"contact amplitude, exact = {A_exact:.6f}")
print(f"total energy, pp ladders = {E_HF+c_pp:.6f} t")
print(f"total energy, exact = {E_exact:.6f} t")
print(f"exact starting-energy shift s = {s_exact:.6f} t")
print("Correlation energy after adding each class:")
print(f"  second order only = {second:.6f} t")
print(f"  pp ladders = {c_pp:.6f} t")
print(f"  pp + hh = {c_pphh:.6f} t")
print(f"  pp + hh + ph = {c_lin:.6f} t")
print(f"  all, with quadratic = {c_all:.6f} t")
print(f"exact minus pp ladders = {c_all-c_pp:.6f} t")
print(f"  change from hh = {c_pphh-c_pp:.6f} t")
print(f"  change from ph = {c_lin-c_pphh:.6f} t")
print(f"  change from quadratic = {c_all-c_lin:.6f} t")
print(f"pp share of exact correlation = {100*c_pp/c_all:.2f} percent")
print("Third order:")
for name, value in zip(("pp", "hh", "ph"), third):
    print(f"  {name} = {value:.6f} t")
print(f"  total = {orders[3]:.6f} t")
print("Fourth order:")
print(f"  pure pp ladder = {fourth_pp:.6f} t")
print(f"  other linear diagrams = {fourth_mixed:.6f} t")
print(f"  quadratic diagrams = {fourth_quad:.6f} t")
print(f"  total = {orders[4]:.6f} t")
print("Correlation energies in t: U/t, 2nd order, pp, pp+hh+ph, exact")
for row in table:
    print("  {:.1f}  {:.6f}  {:.6f}  {:.6f}  {:.6f}".format(*row))
print(f"total energy at U = 1e6 t, pp ladders = {lad_inf:.4f} t")
print(f"total energy at U = 1e6 t, exact = {ex_inf:.4f} t")
print("no test failed")
```

It prints:

```
sites L = 6, hopping t = 1.0, U = 2.0 t
pair matrix element g = U/L = 0.333333 t
pair gaps D_k = 2.0000 6.0000 8.0000 6.0000 2.0000 t
sigma_1 = 1.458333 1/t
sigma_2 = 0.571181 1/t^2
sigma_3 = 0.261212 1/t^3
ladder ratio g*sigma_1 = 0.486111
ladder series converges below U = 4.1143 t
reference one-body energy 2e_0 = -4.000000 t
Hartree-Fock energy = -3.666667 t
contact amplitude, ladders = 0.672897
contact amplitude, exact = 0.652681
total energy, pp ladders = -3.775701 t
total energy, exact = -3.782440 t
exact starting-energy shift s = 0.217560 t
Correlation energy after adding each class:
  second order only = -0.162037 t
  pp ladders = -0.109034 t
  pp + hh = -0.100392 t
  pp + hh + ph = -0.119812 t
  all, with quadratic = -0.115773 t
exact minus pp ladders = -0.006739 t
  change from hh = 0.008642 t
  change from ph = -0.019420 t
  change from quadratic = 0.004039 t
pp share of exact correlation = 94.18 percent
Third order:
  pp = 0.078768 t
  hh = 0.021155 t
  ph = -0.042310 t
  total = 0.057613 t
Fourth order:
  pure pp ladder = -0.038290 t
  other linear diagrams = 0.017342 t
  quadratic diagrams = 0.010284 t
  total = -0.010664 t
Correlation energies in t: U/t, 2nd order, pp, pp+hh+ph, exact
  1.0  -0.040509  -0.032588  -0.034416  -0.034023
  2.0  -0.162037  -0.109034  -0.119812  -0.115773
  4.0  -0.648148  -0.328638  -0.381877  -0.351138
  8.0  -2.592593  -0.880503  -1.102310  -0.931742
total energy at U = 1e6 t, pp ladders = -3.3143 t
total energy at U = 1e6 t, exact = -3.4641 t
no test failed
```
